\section*{Extracting a phonon-assisted tunnelling time from field-enhanced emission}

\section*{Question}

I am analysing electron emission from a deep acceptor in n-type silicon by junction spectroscopy. The level lies roughly 0.55 eV below the conduction band, the temperature is 300 K, and the centre is neutral after it has emitted its electron. In the model I was given, the emission rate grows with field as
\[
\frac{e(F)}{e(0)}=\exp\left(\frac{F^2}{F_c^2}\right),\qquad F_c=10^5\ \text{V/cm}=0.1\ \text{MV/cm}.
\]
I am asked to extract a ``phonon-assisted tunnelling time'' using a tunnelling mass of 0.26 electron masses.

I am stuck at the start. Tunnelling from a fixed level through a triangular barrier gives an exponent proportional to $-1/F$, not $+F^2$. I also do not see which time is meant: it can hardly be the emission lifetime. How does the square of the field arise, what is the time, and may I use one mass for silicon?

\section*{Answer}

The electron does not tunnel from a fixed level. The lattice first lifts it part of the way, and it tunnels through what remains of the barrier. A stronger field makes a deeper starting point favourable, and the sum over starting points turns the $-1/F$ exponent into $+F^2$. The time measures how steeply the lattice's willingness to supply energy falls with that energy.

\subsection*{The rate and the definition of the time}

I use atomic units, $\hbar=e=m_0=1$, until numbers are needed. $F>0$ is the force on the electron, $m$ its effective mass, and $E$ its final energy measured from the band edge at the centre. The field tilts the band, so states with $E<0$ also have some amplitude at the centre.

Let $I$ be the thermal depth, and $P(x)$ the probability density that the lattice supplies net energy $x$. For a short-range centre with an energy-independent local matrix element $V$, the golden rule gives
\begin{equation}
e(F)=2\pi |V|^2\int_{-\infty}^{\infty}\rho_F(E)\,P(I+E)\,dE ,
\label{rate}
\end{equation}
where $\rho_F(E)$ is the density of electron states at the position of the centre. Near $E=0$ I approximate
\begin{equation}
P(I+E)\simeq P(I)\,e^{-bE},\qquad b=2\tau .
\label{slope}
\end{equation}
This defines $\tau$: half the logarithmic slope of the lattice factor. The half is chosen because $\tau$ then equals a crossing time, as shown below.

\subsection*{Where the square of the field comes from}

The factor $2\pi|V|^2P(I)$ cancels from $e(F)/e(0)$. What remains is
\[
L_F=\int\rho_F(E)e^{-bE}dE=\langle 0|e^{-bH}|0\rangle ,
\]
because $\rho_F(E)=\sum_j|\psi_j(0)|^2\delta(E-E_j)$. With $x$ measured uphill, against the force of magnitude $F$, $H=p^2/2m+Fx$.

For the $x$ motion, let $K(x,s)=\langle x|e^{-sH}|0\rangle$. It obeys
\[
\partial_sK=\frac{1}{2m}\partial_x^2K-FxK,\qquad K(x,0)=\delta(x).
\]
Try the free-particle solution with a linear term and an unknown $c(s)$ added to the exponent:
\[
K=\sqrt{\frac{m}{2\pi s}}\;e^{u},\qquad u=-\frac{mx^2}{2s}-\frac{Fsx}{2}+c(s),\qquad c(0)=0 .
\]
Dividing the left side by $K$ gives
\[
\frac{\partial_sK}{K}=-\frac1{2s}+\frac{mx^2}{2s^2}-\frac{Fx}{2}+c'(s).
\]
On the right, $\partial_xu=-mx/s-Fs/2$ and $\partial_x^2u=-m/s$, so
\begin{align*}
\frac{\partial_x^2u+(\partial_xu)^2}{2m}-Fx
&=-\frac1{2s}+\frac{mx^2}{2s^2}+\frac{Fx}{2}+\frac{F^2s^2}{8m}-Fx .
\end{align*}
The $x$-dependent terms agree, leaving $c'=F^2s^2/8m$ and hence $c=F^2s^3/24m$. The two free transverse directions contribute $m/2\pi s$. At $x=0$, $s=b$,
\begin{equation}
L_F=\left(\frac{m}{2\pi b}\right)^{3/2}\exp\left(\frac{F^2b^3}{24m}\right).
\label{laplace}
\end{equation}
Dividing by $L_0$ and inserting $b=2\tau$, so that $b^3/24=\tau^3/3$,
\begin{equation}
\frac{e(F)}{e(0)}=\exp\left(\frac{F^2\tau^3}{3m}\right),\qquad
F_c^2=\frac{3m}{\tau^3},\qquad
\tau=\left(\frac{3m}{F_c^2}\right)^{1/3}.
\label{law}
\end{equation}
For a strictly exponential lattice factor, this holds at any field within the parabolic, uniform-field model. The approximation lies in \eqref{slope}.

To restore SI units, replace the force by $eF$ and divide the exponent by $\hbar$:
\[
\tau=\left(\frac{3m\hbar}{e^2F_c^2}\right)^{1/3}.
\]

\subsection*{The number}

With $F_c=10^7$ V/m,
\begin{align*}
3m\hbar&=3(0.26)(9.109\times10^{-31})(1.0546\times10^{-34})
=7.49\times10^{-65}\ \text{kg J s},\\
(eF_c)^2&=(1.602\times10^{-12})^2=2.567\times10^{-24}\ \text{N}^2,\\
\tau&=(2.92\times10^{-41}\ \text{s}^3)^{1/3}=3.08\times10^{-14}\ \text{s}.
\end{align*}
The time is 30.8 fs, or about 1273 atomic units. The corresponding slope is $b=2\tau/\hbar=93.6$ eV$^{-1}$.

\subsection*{A second route through the Airy states}

The density of states can also be written explicitly. The equation for motion along the field is $\psi''=2mF(x-E/F)\psi$. With $\alpha=(2mF)^{1/3}$, its decaying solution is $N\,\mathrm{Ai}[\alpha(x-E/F)]$. The relation $\int\mathrm{Ai}(t-a)\mathrm{Ai}(t-a')dt=\delta(a-a')$ gives $N^2=\alpha^2/F$ for states normalised in energy.

Two-dimensional transverse motion has a constant density $m/2\pi$ per unit energy $w$. Put $z=-\alpha E/F$ and $v=z+\alpha w/F$, so that $dw=F\,dv/\alpha$. Then
\begin{align}
\rho_F(E)&=\frac{m}{2\pi}\int_0^\infty\frac{\alpha^2}{F}
\mathrm{Ai}^2\left(z+\frac{\alpha w}{F}\right)dw
=\frac{m\alpha}{2\pi}\int_z^\infty\mathrm{Ai}^2(v)\,dv\nonumber\\
&=\frac{m\alpha}{2\pi}\left[\mathrm{Ai}'(z)^2-z\,\mathrm{Ai}(z)^2\right].
\label{airy}
\end{align}
The last step follows from $\mathrm{Ai}''=z\mathrm{Ai}$: the derivative of the bracket is $-\mathrm{Ai}^2$, and the bracket vanishes at infinity. Integrating \eqref{airy} numerically with $e^{-bE}$, and solving for the $b$ that gives an enhancement of $\mathrm e$ at 0.1 MV/cm, returns $\tau=30.790$ fs without using \eqref{law}.

\subsection*{Why it is called a tunnelling time}

Suppose the electron enters the barrier at energy $E=-\varepsilon$, and let $x$ now be the distance travelled downhill, so that the band edge lies at $-Fx$. The lattice factor gains $e^{2\tau\varepsilon}$, while tunnelling costs twice the under-barrier action. The net exponent is
\begin{align*}
g(\varepsilon)&=2\tau\varepsilon-2\int_0^{\varepsilon/F}\sqrt{2m(\varepsilon-Fx)}\,dx
=2\tau\varepsilon-\frac{4\sqrt{2m}}{3F}\varepsilon^{3/2}.
\end{align*}
Your $-1/F$ exponent is the second term at fixed $\varepsilon$. But $\varepsilon$ is free. Setting $g'=0$ gives
\[
2\tau=\frac{2\sqrt{2m\varepsilon}}{F}
\quad\Longrightarrow\quad
\varepsilon=\frac{F^2\tau^2}{2m}.
\]
At this point $\sqrt{2m\varepsilon}=F\tau$, so the tunnelling cost is $4\tau\varepsilon/3$ and
\[
g=2\tau\varepsilon-\frac43\tau\varepsilon=\frac23\tau\varepsilon=\frac{F^2\tau^3}{3m},
\]
in agreement with \eqref{law}. The time formed with the magnitude of the imaginary velocity under the barrier is
\[
\int_0^{\varepsilon/F}\frac{m\,dx}{\sqrt{2m(\varepsilon-Fx)}}
=\frac{\sqrt{2m\varepsilon}}{F}=\tau .
\]
So $\tau$ is an imaginary-time duration along the path that maximises $g$. It is neither the lifetime of the trapped electron nor a delay read from a clock.

At $F=F_c$ we have $g=1$, hence $\varepsilon=3/(2\tau)=3/b=3/93.6\simeq0.032$ eV. The force is 0.01 eV/nm, so the tunnel length is $0.032/0.01=3.2$ nm. The tunnelling cost there is $4\tau\varepsilon/3=2$, which is not large. The semiclassical argument alone would therefore be weak at this field; equation \eqref{laplace} supplies the justification. It also gives the mean final energy, $-d\ln L_F/db=(3/2-3F^2/F_c^2)/b$, which is only $-0.016$ eV at $F_c$. About 70\% of the emission then has $E<0$, against about 33\% at 0.05 MV/cm and 10\% at 0.02 MV/cm. The law holds at all these fields, but the single under-barrier path dominates the rate only well above $F_c$.

\subsection*{What the lattice contributes}

Take harmonic modes whose equilibrium positions shift on emission. For one mode of frequency $\omega$, let $H_i=\omega a^\dagger a$ and $H_f=DH_iD^\dagger$, with $D=e^{\lambda(a^\dagger-a)}$. Constant energies are already contained in $I$. The supplied energy has the generating function
\[
M(s)=\int P(x)e^{sx}dx=\langle e^{sH_i}e^{-sH_f}\rangle
=\langle e^{sH_i}De^{-sH_i}D^\dagger\rangle .
\]
With $q=e^{s\omega}$, the first three factors give $e^A$, $A=\lambda(qa^\dagger-a/q)$, and the last is $e^B$, $B=-\lambda(a^\dagger-a)$. Their commutator is the number $[A,B]=-\lambda^2(q-1/q)$, so $e^Ae^B=e^{A+B+[A,B]/2}$. A thermal oscillator obeys $\langle e^{ca^\dagger+da}\rangle=e^{cd(n+1/2)}$, where $n=1/(e^{\omega/kT}-1)$. Here $c=\lambda(q-1)$ and $d=\lambda(1-1/q)$, and therefore
\begin{align*}
\ln M&=\lambda^2\left[\left(n+\tfrac12\right)\left(q+\tfrac1q-2\right)-\tfrac12\left(q-\tfrac1q\right)\right]\\
&=\lambda^2\left[n(q-1)+(n+1)\left(\tfrac1q-1\right)\right].
\end{align*}
Sum over modes with total Huang--Rhys factor $S=\sum\lambda^2$ and normalised weight $g(\omega)$, and call the result $\phi(s)$. The inverse transform contains $e^{\phi(s)-sx}$, whose saddle point satisfies $\phi'(s)=x$. To leading exponential order $\ln P=\phi(s)-sx$, and
\[
\frac{d\ln P}{dx}=\phi'(s)\frac{ds}{dx}-s-x\frac{ds}{dx}=-s .
\]
Thus, at $x=I$, the slope $b$ is fixed by
\begin{equation}
I=S\int g(\omega)\,\omega\left[n e^{b\omega}-(n+1)e^{-b\omega}\right]d\omega .
\label{saddle}
\end{equation}

At $b=1/kT$ we have $ne^{b\omega}=n+1$, and the right side becomes $S\langle\omega\rangle$, the relaxation energy. It increases with $b$. Within this saddle description, $\tau$ therefore exceeds $\hbar/2kT$ if and only if the thermal depth exceeds the relaxation energy. Writing
\[
\tau=\frac{\hbar}{2kT}+\tau_1
\]
gives $30.8=12.7+18.1$ fs at 300 K.

The limit $\tau_1=0$ describes a plain Boltzmann cost for each unit of energy. Since $F_c\propto\tau^{-3/2}$ at fixed mass, it would give $F_c=0.1(30.8/12.7)^{3/2}\simeq0.38$ MV/cm. The smaller posed value requires a lattice factor steeper than Boltzmann's.

\subsection*{How good is the exponential approximation?}

I took a smooth model phonon band from 0.015 to 0.063 eV, with weight $g(\omega)\propto[1-((\omega-0.039)/0.024)^2]^2$ and $\omega$ in eV. For $I=0.55$ eV and the extracted slope, \eqref{saddle} gives $S\simeq1.07$ and a relaxation energy of 0.042 eV. These values belong to the assumed band; they are not measured properties of a defect. Flat or skewed bands between the same limits give $S$ from about 0.5 to 1.9, and enhancements of 2.75 to 2.99 at 0.10 MV/cm and 43 to 52 at 0.20 MV/cm. The depth $I$ is also not the Arrhenius energy: in this model the slope of $\ln(e/T^2)$ near 300 K corresponds to about 0.62 eV.

The rate \eqref{rate} was then computed with $P$ built by summing explicit phonon absorption and emission events. Fitting $\ln e$ against $F^2$ at nine fields from 0.02 to 0.10 MV/cm gave $\tau=30.9$ fs, within 1\% of the input.

At 0.10 MV/cm the lattice calculation gives an enhancement of 2.76, against 2.72 from the law. At 0.20 MV/cm it gives 45.5 against 54.6, about 17\% lower. The sign of the high-field departure follows from the saddle relation: differentiating $\phi'(s)=x$ gives $d^2\ln P/dx^2=-1/\phi''<0$. The lattice factor therefore gains less than the straight-line exponential as the starting point moves deeper. The small excess at 0.10 MV/cm has another origin: the summed lattice factor has a local slope of 94.5 eV$^{-1}$ at $x=I$, about 1\% steeper than the saddle value of 93.6 eV$^{-1}$ used in the law. A fit should stay where $\ln e$ is straight in $F^2$.

Holding the same band, coupling, depth and mass fixed, the model gives $\tau=33.8$ fs and $F_c=0.087$ MV/cm at 250 K, and $\tau=28.5$ fs and $F_c=0.112$ MV/cm at 350 K. Most of the change in $\tau$ comes from $\hbar/2kT$. A quoted time needs its temperature.

\subsection*{May silicon have one mass?}

For an ellipsoidal valley the exponent in \eqref{laplace} is a sum over principal axes, so $F^2/m$ becomes $\sum_iF_i^2/m_i$. Rough silicon masses are $m_l=0.98$ and $m_t=0.19$. With the field along $\langle111\rangle$, each component squared is $F^2/3$, and every valley has
\[
\frac1m=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),\qquad m\simeq0.26 .
\]
Your mass is the conductivity mass, and in this orientation one exponential is correct.

With the field along $\langle100\rangle$, two valleys present $m_l$ and four present $m_t$. For equal valley weights, the enhancement at 0.1 MV/cm is
\[
\frac{2e^{0.26/0.98}+4e^{0.26/0.19}}6=3.05,
\]
which is 12\% above 2.72. The initial slope in $F^2$ is unchanged, because the average inverse mass is the same; the light-mass valleys take over as the field rises.

The field measurement determines $\tau^3/m$, not $\tau$ and $m$ separately. At fixed $F_c$, a mass of 0.19 would give 27.7 fs and one of 0.98 would give 47.9 fs. At fixed mass, a 10\% higher $F_c$ gives 28.9 fs, a reduction of 6\%.

\subsection*{Applying it to a real junction}

The characteristic field used here is your posed value, not a measurement. For uniform doping of $10^{16}$ cm$^{-3}$ and relative permittivity 11.7, an edge field of 0.1 MV/cm needs a depletion width of about 650 nm and a total potential drop of 3.2 V. This field is one third of a rough breakdown field of 0.3 MV/cm. It changes by 0.5\% along the 3.2 nm tunnel path, but falls to zero across the layer. A real measurement must therefore select a thin slice, or the law must be averaged over the field profile. If all depths were weighted equally and the edge field were used, the average of $F^2$ would be one third of its edge value. The low-field slope would fall threefold, and the apparent time would fall by $3^{-1/3}=0.69$, to about 21 fs. A capacitance signal weights charge by its distance from the junction and so favours the low-field end; over the whole layer the average would be one sixth and the apparent time about 17 fs.

The charge left behind also matters. A positive final centre adds $-C/r$ to the electron's energy, with $C=e^2/4\pi\epsilon_0\epsilon_r$. Along the downhill direction the barrier energy is $-C/r-Fr$, where $F$ is again the force. Its maximum lies at $r=\sqrt{C/F}$ and equals $-2\sqrt{CF}$. At 0.1 MV/cm this lowering is 0.070 eV. If each unit of energy carried only a Boltzmann cost, the corresponding factor at 300 K would be 15 straight downhill and smaller in other directions. That is not an upper limit here: with the steeper slope $b=93.6$ eV$^{-1}$, lowering the final energy by 0.070 eV raises the lattice factor about 700-fold. The total gain needs a calculation that includes the Coulomb states and all directions, but it can easily exceed the factor 2.72 being interpreted. Your acceptor avoids this term for electron emission because it is neutral afterwards; a donor that becomes positive does not. A level this close to midgap can also emit holes. The transient then measures the sum of both rates, and hole emission leaves a negative centre that does attract the hole, so the analysis assumes that electron emission dominates.

Tunnelling straight from the full 0.55 eV depth has an exponent of 142. A plain Boltzmann cost would be $I/kT=21$; in the phonon model above the lattice factor $P(I)$ costs more, an exponent of about 40, but still far less than 142. Prefactors aside, the direct route is negligible here. The optimum energy is 3\% of a 1.12 eV gap, which is only a rough scale for band nonparabolicity. Continuing a dispersion $E(1+\alpha E)$ with $\alpha\simeq0.5$ eV$^{-1}$ under the barrier raises the semiclassical exponent by about 1\% at 0.1 MV/cm, or 0.3\% in $\tau$. At 0.2 MV/cm it raises it by about 4\%, a change in rate comparable in size and opposite in sign to the lattice-curvature departure found above. The numerical output below lists the direct exponent, $I/kT$ and this energy ratio.

For your exercise, the answer is $\tau\simeq31$ fs at 300 K, for a tunnelling mass of 0.26 and a centre left neutral.

\section*{Computed values}
\begin{verbatim}
Input characteristic field: 0.100 MV/cm
Input tunnelling mass: 0.260 electron masses
Input thermal depth (rough): 0.550 eV
Input temperature: 300.0 K
Tunnelling time, formula: 30.790 fs
Tunnelling time, atomic units: 1272.9 a.u.
Tunnelling time, Airy quadrature: 30.790 fs
Energy slope b = 2 tau/hbar: 93.557 1/eV
Thermal time hbar/(2kT): 12.730 fs
Remaining time tau1: 18.060 fs
Optimum energy below band edge at Fc: 0.03207 eV
Tunnel length at Fc: 3.207 nm
Under-barrier time by quadrature: 30.790 fs
Diagonalization log enhancement, mass 1: 0.74983
Diagonalization log enhancement, <111>: 2.88655
Model phonon band: 0.015 to 0.063 eV
Inferred total Huang-Rhys factor: 1.0728
Inferred relaxation energy: 0.0418 eV
Effective phonon spacing: 0.0447 eV
Explicit lattice log slope: 94.474 1/eV
Lattice-model fitted Fc: 0.09924 MV/cm
Time re-extracted from lattice model: 30.947 fs
Enhancement at 0.05 MV/cm: law 1.2840, lattice 1.2941
Enhancement at 0.10 MV/cm: law 2.7183, lattice 2.7605
Enhancement at 0.20 MV/cm: law 54.5982, lattice 45.5139
At 250 K: tau 33.792 fs, Fc 0.0870 MV/cm
At 350 K: tau 28.507 fs, Fc 0.1123 MV/cm
Silicon masses (rough): long 0.98, trans 0.19 m0
Silicon conductivity mass: 0.2598 electron masses
Enhancement at Fc for <100> field: 3.0540
Time if mass is 0.19: 27.734 fs
Time if mass is 0.98: 47.918 fs
Time if Fc is 10 percent higher: 28.895 fs
Relative permittivity (rough): 11.7
Coulomb lowering if left charged: 0.0702 eV
Coulomb Boltzmann factor if left charged: 15.09
Direct tunnelling exponent: 142.1
Thermal activation exponent I/kT: 21.27
Doping: 1.00e+16 cm^-3
Depletion width for edge field Fc: 646.6 nm
Total junction potential drop: 3.233 V
Field change along tunnel path: 0.496 percent
Band filling n/Nc outside depletion: 3.531e-04
Band gap (rough): 1.12 eV
Nonparabolicity scale energy/gap: 0.0286
Breakdown field (rough): 0.3 MV/cm
Fc divided by breakdown field: 0.333
\end{verbatim}
